# Correlation of induced gate noise and drain noise in long-channel transistors

A radio-frequency field-effect transistor with all its terminals held at constant voltage still delivers a fluctuating drain current, because the carriers in its channel are in thermal agitation. The same agitation shifts the potential along the channel, and the gate, being a capacitor plate above it, must exchange charge in response. The gate therefore carries a noise current even when its insulator does not conduct. An amplifier designer needs to know how much of this gate noise is locked to the drain noise, since the source impedance decides whether the locked part, once amplified, adds to the drain noise or cancels some of it.

## Setting and assumptions

The channel is n-type, with source at \(x=0\) and drain at \(x=L\). Its width is \(W\), the gate capacitance per area is \(C\), and the mobility \(\mu\) is constant. The channel potential relative to the source is \(V(x)\), and \(U\) is the gate voltage above threshold.

1. The channel is long and gradual. The mobile charge per area has magnitude \(Cu\), with \(u=U-V\), and the current is carried by drift.
2. Each slice has the thermal noise of its own conductance at temperature \(T\).
3. All terminals are ac grounded, and the frequency is low compared with the response rate of the channel.
4. Saturation means that \(u\) tends to zero at the drain. The region beyond that point adds neither noise nor gate charge.

The drain current \(I\) and its fluctuation \(i_d\) are positive into the drain; \(i_g\) is positive into the gate. Time dependence is \(e^{+j\omega t}\), spectra are one-sided, and \(S_{gd}\) denotes the spectrum of \(i_g i_d^*\). Let

\[
c=\frac{S_{gd}}{\sqrt{S_{gg}S_{dd}}},\qquad g_{d0}=\frac{\mu WCU}{L}.
\]

Here \(g_{d0}\) is the channel conductance at zero drain bias and the same \(U\).

**Theorem.** Under these assumptions, to leading order in \(\omega\),

\[
S_{dd}=4kT\,\tfrac23 g_{d0},\qquad
S_{gg}=4kT\,\tfrac{16}{135}\frac{\omega^2(WLC)^2}{g_{d0}},\qquad
S_{gd}=4kT\,\frac{j\omega WLC}{9},
\]

and hence

\[
c=j\sqrt{5/32}\simeq 0.395\,j .
\]

Reversing the reference direction of one current changes the sign of \(c\), not its magnitude.

## Lemma 1: the bias profile

*In saturation, \(u=Uy\) with \(y=\sqrt{1-s}\) and \(s=x/L\), and \(I=g_{d0}U/2\).*

**Proof.** Define \(g=\mu WCu\), the conductance times length of a slice. The current is

\[
I=g\frac{dV}{dx}=-\mu WCu\frac{du}{dx}=-\frac{\mu WC}{2}\frac{d(u^2)}{dx}.
\]

Since \(I\) is uniform, \(u^2\) falls linearly from \(U^2\) to zero, so \(u^2=U^2(1-s)\). Its slope is \(-U^2/L\), which gives \(I=\mu WCU^2/(2L)=g_{d0}U/2\). ∎

## Lemma 2: response to a local noise current

*Let \(n(x)\) be the noise current inserted along the channel. For any drain bias, with saturation taken as a limit,*

\[
i_d=\frac1L\int_0^L n\,dx,\qquad
\delta Q_g=\frac{WC}{I}\int_0^L n(x')\,[\bar V-V(x')]\,dx',
\]

*where \(\bar V\) is the length average of \(V\), and \(\delta Q_g\) is the change of gate charge.*

**Proof.** The current with noise is \(g(V)\,dV/dx+n\). Both factors of the first term vary with \(V\):

\[
i_d=g\frac{d\,\delta V}{dx}+\frac{dg}{dV}\frac{dV}{dx}\,\delta V+n
=\frac{d(g\,\delta V)}{dx}+n .
\]

Charge storage makes the current depend on \(x\) by terms of order \(\omega\), so \(i_d\) is uniform at leading order. For any drain bias below saturation, \(\delta V\) vanishes at both ends, because the terminals are ac grounded. Integrating from \(0\) to \(L\) gives the first result. Integrating from \(0\) to \(x\) gives

\[
\delta V(x)=\frac1{g(x)}\left[x\,i_d-\int_0^x n(x')\,dx'\right].
\]

At fixed gate voltage \(\delta u=-\delta V\). The gate charge mirrors the mobile charge, so \(\delta Q_g=-WC\int_0^L\delta V\,dx\). Insert \(i_d\) and exchange the order of integration in the second term; a source at \(x'\) affects all \(x>x'\):

\[
\int_0^L\delta V\,dx=\int_0^L n(x')\left[\frac1L\int_0^L\frac{x}{g}\,dx-\int_{x'}^L\frac{dx}{g}\right]dx'.
\]

The bias equation gives \(1/g=(1/I)\,dV/dx\). With \(V_L=V(L)\), the second inner integral is \([V_L-V(x')]/I\). Integration by parts gives the first:

\[
\frac1{LI}\int_0^L x\frac{dV}{dx}\,dx=\frac1{LI}\left[LV_L-\int_0^L V\,dx\right]=\frac{V_L-\bar V}{I}.
\]

Their difference is \([V(x')-\bar V]/I\). The minus sign in \(\delta Q_g\) reverses it, which proves the second result. ∎

A positive noise current near the source, where \(V<\bar V\), raises the gate charge. One near the drain lowers it. Both raise the drain current by the same amount per unit length. The correlation is thus a competition between the two ends, and the source end prevails because its higher conductance produces more noise current.

## Proof of the theorem

A slice of length \(\Delta x\) has conductance \(g/\Delta x\), so its noise current has spectrum \(4kTg/\Delta x\). Different slices are independent. In the continuous limit the spectrum of \(n(x)n^*(x')\) is

\[
4kT\,g(x)\,\delta(x-x'),\qquad g=g_{d0}Ly .
\]

Write \(\langle f\rangle=\int_0^1 f\,ds\). Since \(s=1-y^2\), reversing the limits gives \(ds\to 2y\,dy\) and

\[
\langle y^m\rangle=\int_0^1 2y^{m+1}dy=\frac{2}{m+2}:
\qquad \langle y\rangle=\frac23,\quad \langle y^2\rangle=\frac12,\quad \langle y^3\rangle=\frac25 .
\]

For the drain, Lemma 2 gives

\[
S_{dd}=\frac{4kT}{L^2}\int_0^L g\,dx=4kT g_{d0}\langle y\rangle=4kT\,\tfrac23g_{d0}.
\]

For the gate, \(V=U(1-y)\), so \(\bar V-V=U(y-\tfrac23)\). Division by \(I=g_{d0}U/2\) yields

\[
\delta Q_g=\frac{2WC}{g_{d0}}\int_0^L n\left(y-\tfrac23\right)dx .
\]

The required averages are

\[
\left\langle y(y-\tfrac23)^2\right\rangle=\frac25-\frac43\cdot\frac12+\frac49\cdot\frac23
=\frac{54-90+40}{135}=\frac4{135},
\]
\[
\left\langle y(y-\tfrac23)\right\rangle=\frac12-\frac49=\frac1{18}.
\]

In the charge spectrum, the squared prefactor is \(4W^2C^2/g_{d0}^2\), and the noise integral contributes \(4kTg_{d0}L^2\). In the cross-spectrum, the prefactors are \(2WC/g_{d0}\) and \(1/L\). Therefore

\[
S_{QQ}=4kT\frac{(WLC)^2}{g_{d0}}\cdot\frac{16}{135},\qquad
S_{Qd}=4kT\,WLC\cdot\frac19 .
\]

Since \(i_g=j\omega\,\delta Q_g\), we have \(S_{gg}=\omega^2S_{QQ}\) and \(S_{gd}=j\omega S_{Qd}\). Frequency, capacitance, conductance and temperature cancel in the ratio:

\[
c=\frac{j/9}{\sqrt{(16/135)(2/3)}}=\frac j9\sqrt{\frac{405}{32}}=j\sqrt{\frac5{32}} .
\]
∎

The factor \(j\) says that the gate current is the time derivative of a charge that is partly in phase with the drain noise. The part of the gate noise power proportional to the drain noise is \(|S_{gd}|^2/S_{dd}=|c|^2S_{gg}\), or 5/32 of the whole.

## Lemma 3: the input conductance

*In saturation the gate capacitance is \(C_{gs}=\tfrac23WLC\), and the leading gate conductance is \(g_g=\omega^2C_{gs}^2/(5g_{d0})\).*

**Proof.** Apply a small gate voltage \(v_g\), without noise, and set \(w=y\,\delta u/v_g\). Linearizing the current in Lemma 1 gives

\[
i=-\mu WC\frac{d(u\,\delta u)}{dx}=-g_{d0}v_g\frac{dw}{ds}.
\]

The mobile charge is negative and \(i\) points from drain to source, so charge conservation reads \(di/dx=-j\omega WC\,\delta u\). Thus

\[
\frac{d^2w}{ds^2}=j\Omega\frac wy,\qquad
\Omega=\frac{\omega WLC}{g_{d0}}=\frac{\omega L^2}{\mu U}.
\]

At the source \(\delta u=v_g\), hence \(w=1\); at the drain \(y\to0\), hence \(w=0\). With \(t=1-s=y^2\), the zeroth-order solution is \(w_0=t\). The next term satisfies \(w_1''=j\Omega\sqrt t\) and vanishes at both ends:

\[
w_1=\frac{4j\Omega}{15}\left(t^{5/2}-t\right).
\]

The gate admittance is \(j\omega WLC\int_0^1wt^{-1/2}dt\). The two contributions to the integral are

\[
\int_0^1t^{1/2}dt=\frac23,\qquad
\frac{4j\Omega}{15}\left(\frac13-\frac23\right)=-\frac{4j\Omega}{45}.
\]

The first gives \(C_{gs}\). The second gives a conductance \(4\omega^2(WLC)^2/(45g_{d0})\). Substituting \((WLC)^2=\tfrac94C_{gs}^2\) proves the lemma. ∎

In these quantities the theorem becomes

\[
S_{gg}=4kT\,\tfrac43g_g,\qquad S_{gd}=4kT\,\frac{j\omega C_{gs}}6 .
\]

The factor 4/3 exceeds the equilibrium value of one. This is allowed because the channel carries current.

## Remark: zero and intermediate drain bias

As the drain bias tends to zero, \(g=g_{d0}L\) becomes uniform and \(V=Ix/g\). The charge kernel is then \(WC(L/2-x)/g\). Its integral is zero, so \(c=0\). Its square gives

\[
S_{gg}=4kT\,\omega^2\frac{W^2C^2}{g}\int_0^L\left(\frac L2-x\right)^2dx
=4kT\frac{\omega^2(WLC)^2}{12g_{d0}} .
\]

The input problem is now \(w''=j\Omega w\), with \(w=1\) at both ends. Its first correction, \(j\Omega(s^2-s)/2\), integrates to \(-j\Omega/12\). The gate conductance is therefore \(\omega^2(WLC)^2/(12g_{d0})\), and \(S_{gg}\) is \(4kT\) times it, as the Nyquist theorem requires at equilibrium.

Between the limits, \(\bar V-V=u-\bar u\), with \(\bar u=\langle u\rangle\). Since \(\langle u(u-\bar u)\rangle=\langle(u-\bar u)^2\rangle\), Lemma 2 gives

\[
|c|=\frac{\langle(u-\bar u)^2\rangle}{\sqrt{\bar u\,\langle u(u-\bar u)^2\rangle}} .
\]

For a drain bias of \(U/2\), \(y=u/U\) runs from 1 to 1/2 and \(y^2\) is linear in \(s\), so \(ds\to\tfrac83y\,dy\). The first three moments of \(y\) are \(7/9\), \(5/8\) and \(31/60\). The variance is \(5/8-49/81=0.02006\), and the weighted variance is \(0.01495\), so

\[
|c|=\frac{0.02006}{\sqrt{0.7778\times0.01495}}=0.186 .
\]

At fixed overdrive, the computed values for drain biases of \(0.25U\), \(0.5U\), \(0.75U\) and \(U\) are 0.082, 0.186, 0.309 and 0.395. The number 0.395 therefore belongs to saturation.

## Remark: diffusion and body charge

Near the drain \(u\) falls below the thermal voltage, and diffusion cannot be ignored. Let \(\varphi\) be the ratio of diffusion constant to mobility, in volts. Then

\[
I=\mu WC\left(u\frac{dV}{dx}-\varphi\frac{du}{dx}\right)=\mu WC\,p\,\frac{dV}{dx},\qquad p=u+\varphi .
\]

The proof of Lemma 2 needs a response coefficient that depends on \(V\) alone, so it holds with \(g\) replaced by \(\mu WCp\). The local noise is still taken as \(4kT\mu WCu\). The formula for \(|c|\) survives, but now \(ds\) is proportional to \(p\,du\) in magnitude, which gives the low-charge part of the channel more length.

If the depletion charge makes \(u=U-bV\) with constant \(b\), drift theory gives the same profile of \(u\), and \(\bar V-V=(u-\bar u)/b\). The constant \(b\) cancels in \(c\) for drift alone. With diffusion, \(p=u+b\varphi\), so \(b\) remains through the ratio \(b\varphi/U\); for the example below, with \(b\simeq1.09\), it moves the classical value of \(|c|\) from 0.425 to 0.427. A body factor that varies along the channel is not covered.

## Worked example

Consider a germanium n-channel transistor on a (111) surface at 300 K, treated as if only the valley of isotropic in-plane mass were occupied. This is a strong simplification: at room temperature the other valleys can hold a comparable share of the electrons. Take \(L=5\) µm, \(W=100\) µm, an oxide-equivalent insulator of 5 nm, \(U=0.5\) V, a drain bias of 1 V, and a frequency of 10 MHz. The mobility, 300 cm²/Vs, is a rough typical value. The capacitance used is that of the insulator alone; the inversion layer in germanium is several nanometres thick and lowers the effective capacitance by roughly 10 to 20 %, so the spectra below are model values and not predictions to the digits shown.

The gate capacitance is 0.6906 µF/cm², so \(WLC=3.453\) pF and \(C_{gs}=2.302\) pF. The conductance is

\[
g_{d0}=300\times\frac{100}{5}\times0.6906\times10^{-6}\times0.5\ \text{S}=2.072\ \text{mS}.
\]

With \(\omega C_{gs}=0.1446\) mS,

\[
g_g=\frac{(0.1446\ \text{mS})^2}{5\times2.072\ \text{mS}}=2.02\ \mu\text{S}.
\]

Using \(4kT=1.657\times10^{-20}\) J, the spectra in A²/Hz are

\[
S_{dd}=2.288\times10^{-23},\quad S_{gg}=4.461\times10^{-26},\quad |S_{gd}|=3.994\times10^{-25}.
\]

The noise currents are 4.78 pA/√Hz at the drain and 0.211 pA/√Hz at the gate. About 15.6 % of the gate noise power is correlated with the drain.

Here \(\Omega=0.105\). Solving the drift equations at this frequency, with the channel divided into 400 independently noisy segments, gives \(c=-0.0173+0.3952j\). At \(\Omega=0.01\) it gives \(-0.0017+0.3953j\). The real part grows in proportion to frequency: the first retarded terms add a real part of order \(\omega^2\) to \(S_{gd}\), while \(\sqrt{S_{gg}}\) is of order \(\omega\).

## The model beside real devices

The 5 µm gate is far longer than is usual in radio-frequency transistors; it was chosen to limit velocity saturation and the relative shortening of the channel at the drain. It does not reduce the effect of diffusion, which depends on \(\varphi/U\) and not on the length. Classical diffusion, with \(\varphi/U=0.052\), raises \(|c|\) to 0.425, about 7 % above 0.395. Fermi statistics, with only the lowest subband of the single valley occupied, gives 0.422. That case is an idealization: it puts the Fermi level about 60 meV above the lowest subband at the source, while the next subband lies only some 30 meV higher, so at 300 K higher subbands are well populated and the degeneracy is weaker than assumed. The second and third digits of 0.395 are thus properties of the drift model, not predictions for this transistor.

The mean channel field is 5 % of the saturation velocity divided by the mobility, for a rough saturation velocity of \(6\times10^6\) cm/s. Its effect on \(c\) has not been calculated. For a rough doping of \(10^{16}\) cm⁻³, a one-dimensional estimate of the drain depletion region, which ignores the gate's control of the field, shortens the channel by about 6 %. If the remaining channel obeys the same model, \(c\) is unchanged because \(L\) cancels, although the separate spectra change. The estimated oxide field, 1.1 MV/cm, is well below the roughly 10 MV/cm at which good silicon dioxide breaks down.

A gate leakage of 0.14 µA with full, independent shot noise would equal the induced gate noise. It would double \(S_{gg}\). If it is also uncorrelated with the drain current, \(S_{gd}\) is unchanged and \(|c|\) falls by a factor of \(\sqrt2\). Leakage into the channel leaves partly through the drain, however, and so adds a real part to \(S_{gd}\). Flicker noise, traps, hot-carrier noise and the resistance of the gate electrode are also left out. So is the fall of mobility with channel charge, which acts against diffusion and can be as large: for \(\mu\propto1/(1+\theta u)\), Lemma 2 still applies, and drift theory gives \(|c|=0.366\) at \(\theta U=0.25\) and 0.342 at \(\theta U=0.5\). In submicrometre power and radio-frequency transistors, including gallium nitride devices, velocity saturation can govern much of the channel. The theorem's assumptions then fail, and 0.395 should not be used without a separate calculation or measurement. The numerical output below gives the remaining inputs and estimates.

## Computed values

```
Exact |c|^2 = 5/32; |c| = 0.395285
Exact drain, gate, cross factors = 2/3, 16/135, 1/9
Network c at Omega=0.01 = -0.001656 +0.395283j
Gate noise / Nyquist noise, saturated = 1.33334
Gate noise / Nyquist noise, near zero bias = 1.00000
V_DS/U = 0.25: |c| = 0.08197
V_DS/U = 0.50: |c| = 0.18603
V_DS/U = 0.75: |c| = 0.30875
V_DS/U = 1.00: |c| = 0.39528
Rough germanium n-channel example
Temperature = 300 K
Length, width = 5.0, 100.0 um
Oxide-equivalent thickness = 5.0 nm
Overdrive, drain bias = 0.50, 1.00 V
Mobility = 300 cm2/Vs
Saturation velocity = 6.0e+06 cm/s
Relative permittivity, oxide and Ge = 3.9, 16.0
In-plane electron mass / free mass = 0.08
Doping = 1.0e+16 cm^-3
Surface band bending = 0.30 V
Frequency = 10.0 MHz; Omega = 0.10472
Capacitance per area = 0.6906 uF/cm2
Total gate capacitance WLC = 3.4531 pF
C_gs = 2.3021 pF
g_d0 = 2.0719 mS; drain current = 0.5180 mA
Gate conductance g_g = 2.0196 uS
Drain noise S_dd = 2.2884e-23 A2/Hz
Gate noise S_gg = 4.4614e-26 A2/Hz
Imaginary cross-spectrum = 3.9941e-25 A2/Hz
Drain noise current = 4.7838 pA/sqrt(Hz)
Gate noise current = 0.2112 pA/sqrt(Hz)
Correlated share of gate noise power = 15.625 %
c at example frequency = -0.01734 +0.39515j
Thermal voltage / overdrive = 0.05170
|c| with classical diffusion = 0.42470
|c| with degenerate diffusion = 0.42202
Source sheet density = 2.155e+12 cm^-2
Thermal density of one valley = 8.639e+11 cm^-2
Source diffusion voltage / thermal voltage = 2.7191
Body factor = 1.0891
Mean field / velocity-saturation field = 0.0500
Length above that field = 3.125 nm
Drain shortening estimate = 297.4 nm, 5.95 % of length
Source-end oxide field = 1.1069 MV/cm
Gate leakage with equal shot noise = 0.1392 uA
Drain leakage with equal shot noise = 71.416 uA
Gate resistance with equal noise = 128.71 ohm
```
